# Two-Electron Breit-Pauli Currents, Charge Continuity and Siegert's Theorem

An electric dipole transition can be calculated from the dipole moment or from the electric current. If the Breit-Pauli interaction is included in the states and energies but the current is still taken as $q\mathbf p/m$ for each electron, the two calculations disagree at order $1/c^2$, even when the states and energies are correct to that order. The fault lies in the current: it does not conserve the charge that this Hamiltonian moves.

## The interaction and the missing current

Each electron has mass $m$ and charge $q=-e$. Let $K=e^2/(4\pi\varepsilon_0)$, $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, and

$$T_{ab}(\mathbf r)=\frac{\delta_{ab}}{r}+\frac{r_ar_b}{r^3}. \tag{1}$$

The two-electron Breit-Pauli terms that contain momenta are the orbit-orbit term and the spin-orbit terms,

$$H_{OO}=-\frac{K}{2m^2c^2}\sum_{i<j}\mathbf p_i\cdot T(\mathbf r_{ij})\cdot\mathbf p_j, \tag{2}$$

$$H_{SO}=-\frac{K}{2m^2c^2}\sum_{i\ne j}\frac{(\mathbf r_{ij}\times\mathbf p_i)\cdot\mathbf S_{ij}}{r_{ij}^3},\qquad \mathbf S_{ij}=\mathbf s_i+2\mathbf s_j. \tag{3}$$

In $\mathbf S_{ij}$ the first spin gives the spin-own-orbit and the second the spin-other-orbit interaction. We work to order $1/c^2$, without pair creation.

The point-charge density is $\rho(\mathbf x)=q\sum_i\delta(\mathbf x-\mathbf r_i)$. Its Heisenberg equation turns charge conservation into

$$\nabla\cdot\mathbf j(\mathbf x)=-\frac{i}{\hbar}[H,\rho(\mathbf x)]. \tag{4}$$

Any potential without momenta commutes with $\rho$. The Coulomb, Darwin, contact and spin-spin terms therefore demand no current here. The kinetic energy, its $p^4$ correction and the spin-orbit coupling to fixed external charges are sums over single electrons, and so are their commutators with $\rho$.

The terms (2) and (3) are different. To see this, multiply (4) by a smooth function $\chi$ and define $\rho[\chi]=q\sum_i\chi(\mathbf r_i)$. For one pair, $[p_{ia},\chi(\mathbf r_i)]=-i\hbar\,\partial_a\chi(\mathbf r_i)$ gives

$$[p_{1a}T_{ab}p_{2b},\chi(\mathbf r_1)+\chi(\mathbf r_2)]=-i\hbar\{\partial_a\chi(\mathbf r_1)T_{ab}p_{2b}+p_{1a}T_{ab}\partial_b\chi(\mathbf r_2)\}. \tag{5}$$

In the last term $p_{1a}$ may be moved to the right because $T$ has no divergence:

$$\partial_a\frac{\delta_{ab}}{r}=-\frac{r_b}{r^3},\qquad \partial_a\frac{r_ar_b}{r^3}=\frac{(3+1-3)r_b}{r^3}=\frac{r_b}{r^3}. \tag{6}$$

The sum is zero. There is no delta function at $r=0$, since a derivative of $T$ grows only as $r^{-2}$, which is integrable in three dimensions. Multiplying (5) by $(i/\hbar)q(-K/2m^2c^2)$ and using $i(-i)=1$,

$$\frac{i}{\hbar}[H_{OO},\rho[\chi]]=-\frac{qK}{2m^2c^2}\sum_{i\ne j}\nabla\chi(\mathbf r_i)\cdot T(\mathbf r_{ij})\cdot\mathbf p_j. \tag{7}$$

Choose $\chi=x_a$, so that $\rho[\chi]$ is a component of the dipole moment $\mathbf D=q\sum_i\mathbf r_i$. For two electrons the right side becomes $-(qK/2m^2c^2)T(\mathbf r_{12})(\mathbf p_1+\mathbf p_2)$. Suppose it were a sum $O(1)+O(2)$ of one-electron operators. Its commutator with $\mathbf r_2$ would then act on electron 2 alone. The actual commutator is proportional to $T(\mathbf r_{12})$, which depends on $\mathbf r_1$. No one-body current can therefore satisfy (4). The spin terms cannot repair this, because the orbit-orbit part is independent of spin.

## Minimal substitution

For the orbital interaction, the way an external vector potential enters follows from the Darwin Lagrangian. For two electrons with potential energy $V$,

$$L=\sum_i\tfrac12mv_i^2-V+\frac{K}{2c^2}\mathbf v_1\cdot T\cdot\mathbf v_2+q\sum_i\mathbf v_i\cdot\mathbf A(\mathbf r_i). \tag{8}$$

The $v^4$ term is one-body and is omitted. The canonical momentum is $\mathbf p_1=m\mathbf v_1+(K/2c^2)T\mathbf v_2+q\mathbf A(\mathbf r_1)$, and similarly for electron 2. With $\boldsymbol\pi_i=\mathbf p_i-q\mathbf A(\mathbf r_i)$, solving to first order in $1/c^2$ gives

$$\mathbf v_1=\frac{\boldsymbol\pi_1}{m}-\frac{K}{2m^2c^2}T\boldsymbol\pi_2,\qquad
\mathbf v_2=\frac{\boldsymbol\pi_2}{m}-\frac{K}{2m^2c^2}T\boldsymbol\pi_1. \tag{9}$$

In $\sum_i\mathbf p_i\cdot\mathbf v_i-L$ the terms linear in $\mathbf A$ cancel, leaving $\sum_i\frac12mv_i^2+(K/2c^2)\mathbf v_1T\mathbf v_2+V$. On inserting (9), each kinetic term supplies $-(K/2m^2c^2)\boldsymbol\pi_1T\boldsymbol\pi_2$ and the interaction supplies the same quantity with a plus sign. Hence

$$H[\mathbf A]=\sum_i\frac{\pi_i^2}{2m}+V-\frac{K}{2m^2c^2}\boldsymbol\pi_1\cdot T\cdot\boldsymbol\pi_2+O(c^{-4}), \tag{10}$$

which is (2) with $\mathbf p_i\to\boldsymbol\pi_i$. For the spin terms we make the same replacement as the gauge-covariant completion. Additional couplings containing $\mathbf E$ or $\mathbf B$ explicitly are gauge invariant by themselves. A coupling $-\int\mathbf M\cdot\mathbf B\,d^3x$ adds the magnetization current $\nabla\times\mathbf M$, which has no divergence. A coupling $-\int\boldsymbol{\mathcal P}\cdot\mathbf E\,d^3x$ adds a charge density $-\nabla\cdot\boldsymbol{\mathcal P}$ and a current $(i/\hbar)[H,\boldsymbol{\mathcal P}]$. This current is not divergence-free, but it satisfies (4) together with that extra charge. For a given charge density, continuity thus fixes the longitudinal current but leaves a divergence-free part to be determined by the underlying dynamics.

The current is defined by $\delta H=-\int\mathbf j\cdot\delta\mathbf A\,d^3x$ at $\mathbf A=0$. The kinetic energy gives the usual

$$\mathbf j_1(\mathbf x)=\frac{q}{2m}\sum_i\{\mathbf p_i,\delta(\mathbf x-\mathbf r_i)\}. \tag{11}$$

Since $\delta\boldsymbol\pi_i=-q\,\delta\mathbf A(\mathbf r_i)$, each factor in the orbit-orbit term contributes once:

$$\mathbf j_{OO}(\mathbf x)=-\frac{qK}{2m^2c^2}\sum_{i\ne j}\delta(\mathbf x-\mathbf r_i)\,T(\mathbf r_{ij})\cdot\mathbf p_j. \tag{12}$$

This is Hermitian as written: $\mathbf p_j$ commutes with $\delta(\mathbf x-\mathbf r_i)$, and with $T$ after contraction by (6). For the spin terms, $(\mathbf r\times\mathbf p)\cdot\mathbf S=\mathbf p\cdot(\mathbf S\times\mathbf r)$. Ordering is again immaterial, because $\mathbf r/r^3=-\nabla(1/r)$ has no curl and so $\nabla\cdot(\mathbf S\times\mathbf r/r^3)=0$. Variation gives

$$\mathbf j_{SO}(\mathbf x)=-\frac{qK}{2m^2c^2}\sum_{i\ne j}\delta(\mathbf x-\mathbf r_i)\frac{\mathbf S_{ij}\times\mathbf r_{ij}}{r_{ij}^3}. \tag{13}$$

In (12) the current sits at electron $i$ but is driven by the momentum of electron $j$. It falls as $1/r_{ij}$, while the spin current falls as $1/r_{ij}^2$.

Integrating (12) against $\nabla\chi$ reproduces the right side of (7). For (13), the commutator replaces $\mathbf p_i$ in (3) by $-i\hbar q\nabla\chi(\mathbf r_i)$; multiplication by $i/\hbar$ then gives $\int\mathbf j_{SO}\cdot\nabla\chi\,d^3x$. The common reason is gauge covariance. With $U=\exp[i\rho[\chi]/\hbar]$ one has $U\mathbf p_iU^\dagger=\mathbf p_i-q\nabla\chi(\mathbf r_i)$, hence $H[\nabla\chi]=UHU^\dagger$. The first-order terms on the two sides are $-\int\mathbf j\cdot\nabla\chi$ and $(i/\hbar)[\rho[\chi],H]$, so

$$\int\mathbf j\cdot\nabla\chi\,d^3x=\frac{i}{\hbar}[H,\rho[\chi]]. \tag{14}$$

For localized states, integration by parts turns this into (4). Both interaction commutators were tested against (12) and (13) with a non-harmonic $\chi$.

## Siegert's theorem

Set $\chi=x_a$ in (14). The total current $\mathbf J=\int\mathbf j\,d^3x$ is $(i/\hbar)[H,\mathbf D]$. Between eigenstates of the same $H$,

$$\langle f|\mathbf J|i\rangle=\frac{i}{\hbar}(E_f-E_i)\langle f|\mathbf D|i\rangle. \tag{15}$$

The pair currents need not be evaluated if the right side is used: continuity has put their effect into the energies and states. For approximate eigenstates this equality is not guaranteed.

The theorem extends to electric multipoles. Let $\chi$ be a solid harmonic of degree $l\ge1$, so that $\nabla^2\chi=0$, and let $\mathbf G=\nabla\chi$. Then $\nabla\cdot\mathbf G=0$ and $(\mathbf r\cdot\nabla)\mathbf G=(l-1)\mathbf G$, and

$$\nabla\times(\mathbf r\times\mathbf G)=\mathbf r(\nabla\cdot\mathbf G)-3\mathbf G+\mathbf G-(l-1)\mathbf G=-(l+1)\nabla\chi. \tag{16}$$

A regular electric multipole field of wave number $k$ is

$$\mathbf A_k=-\frac{1}{l+1}\nabla\times\{\mathbf r\times\nabla(g\chi)\},\qquad g=1-\frac{k^2r^2}{2(2l+3)}+\cdots. \tag{17}$$

The second term in $g$ follows from $\nabla^2(r^2\chi)=(4l+6)\chi$, which makes $(\nabla^2+k^2)(g\chi)$ vanish at order $k^2$. By (16) the field begins as $\nabla\chi$. Its matrix element therefore begins as

$$\langle f|\int\mathbf j\cdot\mathbf A_k\,d^3x|i\rangle\simeq\frac{i}{\hbar}(E_f-E_i)\langle f|\rho[\chi]|i\rangle. \tag{18}$$

To find the first correction, put $\mathbf G=\nabla(r^2\chi)$ in the identity used for (16). Now $\nabla\cdot\mathbf G=(4l+6)\chi$ and $(\mathbf r\cdot\nabla)\mathbf G=(l+1)\mathbf G$, so

$$\mathbf A_k=\nabla\chi+\frac{k^2[(4l+6)\mathbf r\chi-(l+3)\nabla(r^2\chi)]}{2(l+1)(2l+3)}+\cdots. \tag{19}$$

For a source of size $R$ and electron speed $v$, the correction is of relative order $(kR)^2$ when the transition frequency $ck$ is comparable to $v/R$. Between nearly degenerate levels it can be larger by a factor of order $v/(ckR)$, because the leading term (18) is proportional to $E_f-E_i$ while the divergence-free current is not. The correction field is not a gradient, so its matrix element requires knowledge of the current beyond its divergence. The selection rules of angular momentum and parity are the same for both terms. If the charge moment in (18) vanishes for another reason, the correction can become the leading term.

## Spin and the meaning of the dipole

An external electric field also acts on a moving spin. Replacing the Coulomb field in the spin-own-orbit term by an external $\mathbf E$ gives $-(q/2m^2c^2)\mathbf s_i\cdot(\mathbf E\times\mathbf p_i)=-\mathbf E\cdot\mathbf d_i$, where

$$\mathbf d=\sum_i\mathbf d_i=\frac{q}{2m^2c^2}\sum_i\mathbf p_i\times\mathbf s_i. \tag{20}$$

For a uniform field, at order $1/c^2$ the dipole in (15) must then be $\mathbf D+\mathbf d$, and the current must include $(i/\hbar)[H,\mathbf d]$. For two electrons, with $\mathbf r=\mathbf r_{12}$, the Coulomb forces are $\pm K\mathbf r/r^3$. Their contribution is

$$\frac{i}{\hbar}\left[\frac Kr,\mathbf d\right]=\frac{qK}{2m^2c^2}\frac{\mathbf r\times(\mathbf s_1-\mathbf s_2)}{r^3}. \tag{21}$$

Integrating (13) gives

$$\mathbf J_{SO}=-\frac{qK}{2m^2c^2}\frac{(\mathbf s_2-\mathbf s_1)\times\mathbf r}{r^3}. \tag{22}$$

Since $\mathbf r\times(\mathbf s_1-\mathbf s_2)=(\mathbf s_2-\mathbf s_1)\times\mathbf r$, the two cancel. Thus the uniform spin-dependent pair current disappears once the moving-spin dipole is included. The local current does not: adding the contributions at each electron leaves $-(qK/m^2c^2)[\delta(\mathbf x-\mathbf r_1)-\delta(\mathbf x-\mathbf r_2)](\mathbf s_1+\mathbf s_2)\times\mathbf r/r^3$. Its integral is zero, but a nonuniform field can couple to it.

The term $\mathbf d$ is not the whole spin correction to a radiative amplitude. For $l=1$, $\chi=z$, the field (19) has curl $(k^2/2)\,\hat{\mathbf z}\times\mathbf r$. The magnetization current of $\mathbf M=(q/m)\sum_i\mathbf s_i\,\delta(\mathbf x-\mathbf r_i)$ therefore adds $(qk^2/2m)\sum_i(\mathbf r_i\times\mathbf s_i)_z$ to $\int\mathbf j\cdot\mathbf A_k\,d^3x$. Between eigenstates of the spin-free nonrelativistic Hamiltonian $H_0$, with $\hbar\omega_{fi}=E_f-E_i$, the relation $\mathbf p_i=(im/\hbar)[H_0,\mathbf r_i]$ gives $i\omega_{fi}\langle f|d_z|i\rangle=-(q\omega_{fi}^2/2mc^2)\langle f|\sum_i(\mathbf r_i\times\mathbf s_i)_z|i\rangle$. For a photon with $ck=|\omega_{fi}|$ the two contributions cancel at this order.

Between two-electron singlets a single spin operator has no matrix element. Neither (20) nor $H_{SO}$ then changes the dipole transition at first order in $1/c^2$, which isolates the orbital current.

## Two electrons in a harmonic trap

Take a singlet pair in an isotropic trap of frequency $\omega$. Define $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$, $\mathbf P=\mathbf p_1+\mathbf p_2$ and $\mathbf p=(\mathbf p_1-\mathbf p_2)/2$. Then

$$H_0=\frac{P^2}{4m}+m\omega^2R^2+\frac{p^2}{m}+\frac{m\omega^2r^2}{4}+\frac Kr. \tag{23}$$

We choose $\hbar\omega$ equal to half a hartree, 13.6057 eV. With $r$ in units of the Bohr radius $a_0$ and energy in hartrees, the relative ground state is $\phi=(1+r/2)e^{-r^2/8}$. Inserting it gives

$$-\phi''-\frac2r\phi'+\left(\frac{r^2}{16}+\frac1r\right)\phi=\left(\frac54+\frac{5r}{8}\right)e^{-r^2/8}=\frac54\phi. \tag{24}$$

Adding the centre-of-mass energy $\frac32\hbar\omega=\frac34$ gives 2 hartrees, or 54.423 eV. The mean inverse separation follows from Gaussian integrals:

$$\left\langle\frac1r\right\rangle=\frac{\int_0^\infty r(1+r/2)^2e^{-r^2/4}dr}{\int_0^\infty r^2(1+r/2)^2e^{-r^2/4}dr}=\frac{4+2\sqrt\pi}{8+5\sqrt\pi}, \tag{25}$$

which is $8.455\ \mathrm{nm}^{-1}$ after division by $a_0$.

Now substitute $\mathbf p_{1,2}=\mathbf P/2\pm\mathbf p$ in (2). The cross terms cancel because $T$ is symmetric and divergence-free:

$$H_{OO}=-\frac{K}{8m^2c^2}\mathbf P T\mathbf P+\frac{K}{2m^2c^2}\mathbf pT\mathbf p. \tag{26}$$

The second term shifts both levels of a centre-of-mass transition equally at first order. In a relative $s$ state, $\langle r_ar_b/r^3\rangle=\delta_{ab}\langle1/r\rangle/3$, so $\langle T_{ab}\rangle=\frac43\delta_{ab}\langle1/r\rangle$. The first term changes the centre-of-mass kinetic energy to

$$\frac{P^2}{4m}(1-2\varepsilon),\qquad \varepsilon=\frac{K\langle1/r\rangle}{3mc^2}. \tag{27}$$

Admixtures of other relative states do not affect the dipole or one-body current at first order, since these operators act only on the centre of mass and the relative states are orthogonal.

The effective mass is $M'=2m(1+2\varepsilon)$ and the spring constant is unchanged. Hence $\omega'=\omega(1-\varepsilon)$ and $M'\omega'=2m\omega(1+\varepsilon)$. For the first oscillator excitation, the element of $R_z$ scales as $(M'\omega')^{-1/2}$ and that of $P_z$ as $(M'\omega')^{1/2}$. The dipole $2q\mathbf R$ therefore changes by $-\varepsilon/2$, relative to its uncorrected value, and the one-body current $q\mathbf P/m$ by $+\varepsilon/2$. Averaging (12) gives

$$\mathbf J_{OO}=-\frac{qK}{2m^2c^2}\,\frac43\left\langle\frac1r\right\rangle\mathbf P=-2\varepsilon\frac{q\mathbf P}{m}. \tag{28}$$

The full current changes by $\varepsilon/2-2\varepsilon=-3\varepsilon/2$. The Siegert side changes by $-\varepsilon-\varepsilon/2=-3\varepsilon/2$, as required.

Here $\varepsilon=7.942\times10^{-6}$, and the excitation energy shifts by $-\varepsilon\hbar\omega=-108.06\ \mu\mathrm{eV}$. The operator $H_0+H_{OO}$ has meaning only to first order in $1/c^2$: by (27) the coefficient of $P^2$ turns negative for trial states with $\langle1/r\rangle>3mc^2/2K$, so it is unbounded below. A small smooth basis does not reach such separations. With the common phase removed, a diagonalization in such a basis, including the angular coupling in $T$, gives, in units of $10^{-13}$ A m,

$$2.478467068-0.000039370=2.478427698. \tag{29}$$

The terms are the one-body and two-body currents. The sum agrees with the Siegert value $2.478427699$ to the rounding of the displayed terms. Without the pair current, the relative excess over the Siegert value is $1.588\times10^{-5}=2\varepsilon$.

The size of this effect depends on the trap. In a strong trap the Coulomb repulsion barely changes the relative Gaussian, whose density is proportional to $e^{-r^2/2b^2}$ with $b=\sqrt{\hbar/m\omega}$. Then $\langle1/r\rangle=b^2/(\sqrt{\pi/2}\,b^3)=\sqrt{2/\pi}/b$, and $\varepsilon$ grows as $\omega^{1/2}$. In a weak trap the electrons settle near the minimum of $m\omega^2r^2/4+K/r$, at $r_0=(2K/m\omega^2)^{1/3}$. There $\varepsilon\simeq K/(3mc^2r_0)$ falls as $\omega^{2/3}$. The strong-trap formula applies only while the motion remains nonrelativistic.

These numbers isolate one interaction; they are not a complete relativistic prediction. The $p^4$ term shifts the same excitation by $-200.58\ \mu\mathrm{eV}$ at first order, nearly twice the orbit-orbit shift, and has its own one-body current. Finite wavelength matters too: with $b=74.84$ pm, $(kb)^2=2.66\times10^{-5}$. This is a scale for the correction in (19), not its value. With the current (11) the relative correction is $-k^2(a_0^2/4+\langle r^2\rangle/24)$, where $\langle r^2\rangle=(64+42\sqrt\pi)a_0^2/(8+5\sqrt\pi)$. This equals $-7.9\times10^{-6}$, about half of $2\varepsilon$ in size. A transition amplitude accurate to order $1/c^2$ must include these contributions. The pair current must be added explicitly when the amplitude is calculated from the current; in the leading dipole term, the right side of (15) already accounts for it. The numerical output gives the separate matrix elements and tests.

## Computed results

```
Symbolic tests (hbar = q = K/2m^2c^2 = 1)
orbit-orbit commutator, imaginary part: 1.975507
orbit-orbit current,    imaginary part: 1.975507
largest spin-orbit commutator component: 1.313368
largest commutator-current difference, spin: 0.0e+00
largest uniform spin pair current: 0.243697
same after adding polarization current: 3.0e-29
Darwin remainder ratio on doubling 1/c^2: 4.0008
Two electrons in a harmonic trap
trap quantum hbar*omega: 13.605693 eV
trap length sqrt(hbar/m omega): 74.8370 pm
ground energy without Breit term: 54.42277 eV
mean inverse separation <1/r>: 8.45545 nm^-1
epsilon = K<1/r>/(3mc^2): 7.94232e-06 (no unit)
orbit-orbit shift of excitation: -108.061 micro-eV
p^4 shift of excitation: -200.577 micro-eV
dipole element magnitude, no Breit: 1.199020268e-29 C m
dipole element magnitude, Breit:    1.199015506e-29 C m
Current elements, common phase -i removed
one-body, no Breit: 2.478457226e-13 A m
one-body, Breit:    2.478467068e-13 A m
two-body:          -3.936961e-18 A m
full current:       2.478427699e-13 A m
Siegert value:      2.478427699e-13 A m
Relative changes divided by epsilon (no unit)
  excitation energy: -1.00001
  dipole: -0.50000
  one-body current: 0.50001
  two-body current: -2.00001
  full current: -1.50001
relative mismatch without two-body current: 1.58849e-05
relative mismatch with two-body current: 1.6e-15
(k * trap length)^2: 2.66257e-05 (no unit)
```
